\section*{Dipolar Forces, the Weiss Field and the Ordering of Iron}

\section*{Problem}

Iron becomes ferromagnetic below roughly $1.0\times10^3$ K; take $T_C=1043$ K as a given input. Model it as a body-centred cubic crystal of atomic moments $m=2.2\,\mu_B$, with nearest neighbours a distance $r=0.25$ nm apart. Both values are rough, and $\mu_B$ is the Bohr magneton.

\begin{enumerate}
\item What is the largest magnetic dipole energy of two neighbouring moments?
\item An ellipsoid of this crystal is uniformly magnetized along a principal axis that is also a cube axis. What is the largest dipolar field, in the direction of the magnetization, on a moment in the interior of the sample?
\item In mean-field theory, what effective field is needed to produce order at $T_C$, and at what temperature would dipolar forces alone produce ferromagnetic order?
\item What do these numbers say about the origin of the ordering? Can a Hamiltonian without any magnetic term supply spin-dependent energies of the required size?
\end{enumerate}

SI units are used except where atomic units are announced. Energies are often divided by Boltzmann's constant $k_B$ and given in kelvin.

\section*{Solution}

\subsection*{1. Two neighbouring moments}

Let $\hat{\mathbf m}_1,\hat{\mathbf m}_2$ be the directions of the moments and $\hat{\mathbf r}$ the direction of the line joining them. The first moment produces at the second the field
\begin{equation}
\mathbf B=\frac{\mu_0 m}{4\pi r^3}\left[3(\hat{\mathbf m}_1\cdot\hat{\mathbf r})\hat{\mathbf r}-\hat{\mathbf m}_1\right].
\end{equation}
The energy $E=-m\,\hat{\mathbf m}_2\cdot\mathbf B$ is therefore
\begin{equation}
E=D\left[\hat{\mathbf m}_1\cdot\hat{\mathbf m}_2-3(\hat{\mathbf m}_1\cdot\hat{\mathbf r})(\hat{\mathbf m}_2\cdot\hat{\mathbf r})\right],
\qquad D=\frac{\mu_0m^2}{4\pi r^3}.
\label{pair}
\end{equation}
Take $z$ along $\hat{\mathbf r}$ and call the two unit vectors $\mathbf u$ and $\mathbf v$. Then
\begin{equation}
E/D=u_xv_x+u_yv_y-2u_zv_z .
\end{equation}
This is the scalar product of $\mathbf u$, of length 1, with $(v_x,v_y,-2v_z)$, whose length is at most 2. Hence $|E|\le 2D$. The lowest value, $-2D$, is reached when both moments point the same way along the line joining them.

With $m=2.040\times10^{-23}$ J/T and $\mu_0/4\pi=10^{-7}$ in SI units to the accuracy needed,
\begin{equation}
D=10^{-7}\,\frac{(2.040\times10^{-23})^2}{(0.25\times10^{-9})^3}\ \text{J}
=2.66\times10^{-24}\ \text{J},
\qquad \frac{D}{k_B}=0.19\ \text{K}.
\end{equation}
The largest pair energy is $2D/k_B=0.39$ K, a few tenths of a kelvin.

\subsection*{2. The whole crystal}

A dipolar force falls off slowly, so many distant moments might add up to a large field. To examine this, let all moments point along a cube axis $z$. The others produce at one site the field component
\begin{equation}
B_z=\frac{\mu_0m}{4\pi}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.
\end{equation}
Consider first the sites inside a sphere centred on the chosen site. Cubic symmetry makes the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ equal, so each is one third of the sum of $r_j^2/r_j^5$, and $B_z$ vanishes. The transverse components contain $x_jz_j$ or $y_jz_j$ and cancel by reflection. For the eight nearest neighbours each bond separately contributes zero to $B_z$ (its transverse field cancels only in the sum): they lie along the body diagonals, where $z_j^2=r_j^2/3$.

Outside a sphere of many lattice spacings, the moments may be replaced by a continuous magnetization $M$ along $z$. Because $M$ is uniform, its field comes from magnetic surface charge alone, of density $\mathbf M\cdot\mathbf n$, where $\mathbf n$ points out of the material. There are two surfaces.

On the wall of the spherical cavity $\mathbf n$ points to the centre, so the density is $-M\cos\theta$, with $\theta$ the polar angle of the wall element. An element seen under solid angle $d\Omega$ contributes at the centre a $z$ component
\begin{equation}
dH_z=\frac{(-M\cos\theta)(-\cos\theta)}{4\pi}\,d\Omega .
\end{equation}
The second minus sign appears because the field of a positive charge points from the wall to the centre. Since $\int\cos^2\theta\,d\Omega=4\pi/3$, the wall gives $H_z=M/3$.

The outer surface of an ellipsoid magnetized along a principal axis gives $-NM$, which defines the demagnetizing factor $N$. The three factors of an ellipsoid are non-negative and add up to 1. Altogether
\begin{equation}
B_{\rm dip}=\mu_0M\left(\tfrac13-N\right)\le\frac{\mu_0M}{3}.
\label{lorentz}
\end{equation}
The upper limit is approached when $N\to0$, as in a long needle magnetized along its axis or a thin disc magnetized in its plane. In a sphere, $N=1/3$ and the dipolar field vanishes. For $N>1/3$ the field opposes the magnetization; in a thin disc magnetized along its normal, $N\to1$ and it reaches $-2\mu_0M/3$, larger in size but working against alignment. An explicit lattice sum at the centre of a spheroid eight times longer than wide, with half-width $14.2$ cube edges, gives $0.3047\,\mu_0M$, against $0.3049\,\mu_0M$ from equation (\ref{lorentz}). The closeness of this agreement is partly accidental: because the surface of a finite lattice sample is jagged, half-widths between 6 and 15 cube edges give values between $0.298$ and $0.312$, so the agreement is at the level of 2\%. Equation (\ref{lorentz}) holds for sites many spacings inside the sample. Sites at the surface differ, but by amounts of the same order: at the tip of such a spheroid with half-width $6.2$ cube edges the sum is $0.43\,\mu_0M$.

The neighbour distance is half the body diagonal, $r=\sqrt3\,a/2$, so the cube edge is $a=2r/\sqrt3=0.2887$ nm. Each cube contains two atoms:
\begin{equation}
M=\frac{2m}{a^3}=1.70\times10^{6}\ \text{A/m},\qquad
\mu_0M=2.13\ \text{T},\qquad \frac{\mu_0M}{3}=0.71\ \text{T}.
\end{equation}
The long range of the force does not produce a large field.

\subsection*{3. The field needed for order at 1043 K}

In mean-field theory the action of all other moments on one moment is replaced by an effective field $B_Ws$ along the magnetization. Here $s$ is the average alignment, between 0 and 1, and $B_W$ is the Weiss field at full alignment. No external field is applied.

Let the moment have spin quantum number $S$. Its component along the field is $m\mu/S$ with $\mu=-S,-S+1,\dots,S$, and its energy is $-mB_Ws\,\mu/S$. The Boltzmann average must reproduce the assumed alignment:
\begin{equation}
s=\frac{\sum_\mu(\mu/S)\,e^{x\mu/S}}{\sum_\mu e^{x\mu/S}},
\qquad x=\frac{mB_Ws}{k_BT}.
\label{self}
\end{equation}
Near the onset of order $s$ and $x$ are small, and $e^{x\mu/S}\approx1+x\mu/S$. Terms odd in $\mu$ sum to zero. With $\sum_\mu\mu^2=S(S+1)(2S+1)/3$ and $\sum_\mu1=2S+1$,
\begin{equation}
s\approx\frac{x}{S^2}\,\frac{\sum_\mu\mu^2}{\sum_\mu1}=c\,x,
\qquad c=\frac{S+1}{3S}.
\end{equation}
Inserting $x$ gives $s=c\,mB_Ws/(k_BT)$. A small non-zero $s$ satisfies this at the temperature
\begin{equation}
k_BT_C=c\,mB_W,\qquad\text{so}\qquad B_W=\frac{k_BT_C}{c\,m}.
\label{weiss}
\end{equation}
For the three models tabulated below, the numerical check confirms that equation (\ref{self}) has an aligned solution 2\% below this temperature and none 2\% above it.

The choice of $S$ needs a comment. A pure spin moment is close to $2S\mu_B$, so $S=1$ is the nearest simple choice for $2.2\,\mu_B$. The moment of a metal need not correspond to a whole number of electron spins, and the extreme cases show how much the choice matters. A two-state moment ($S=1/2$) has $c=1$; a classical moment that can point anywhere ($S\to\infty$) has $c=1/3$. The size $m$ is kept fixed. For $S=1$, $c=2/3$ and
\begin{equation}
B_W=\frac32\,\frac{1.440\times10^{-20}\ \text{J}}{2.040\times10^{-23}\ \text{J/T}}
\approx1060\ \text{T}.
\end{equation}

If dipolar forces acted alone, $B_{\rm dip}$ would take the place of $B_W$ in equation (\ref{weiss}). Dividing the two relations gives the ferromagnetic ordering temperature
\begin{equation}
T_{\rm dip}=T_C\,\frac{B_{\rm dip}}{B_W}.
\end{equation}
The table uses the most favourable case, $N\to0$ as in a needle, with $B_{\rm dip}=0.71$ T.

\begin{center}
\begin{tabular}{lccc}
\hline
Moment & $c$ & $B_W$ (T) & $T_{\rm dip}$ (K)\\
\hline
two-state & $1$ & 710 & 1.05\\
$S=1$ & $2/3$ & 1060 & 0.70\\
classical & $1/3$ & 2120 & 0.35\\
\hline
\end{tabular}
\end{center}

The Weiss field is thus of order 1000 T. Mean-field theory neglects correlations between neighbouring moments, so the digits in the table describe the model and not iron itself.

The conclusion does not depend on such details. For $S=1$ the needed field exceeds the dipolar one by a factor of about 1500. Since $B_{\rm dip}\propto m/r^3$, equation (\ref{weiss}) gives $T_{\rm dip}\propto m^2/r^3$. To reach 1043 K, the moments would have to be about 39 times larger, or the distances about 11 times smaller. Errors of some per cent in the rough inputs are harmless.

The same comparison can be made bond by bond. Suppose that the Weiss field comes from the eight nearest neighbours, each bond having energy $-\varepsilon\,\hat{\mathbf m}_1\cdot\hat{\mathbf m}_2$. A moment at angle $\vartheta$ to eight aligned neighbours has energy $-8\varepsilon\cos\vartheta$, which must equal $-mB_W\cos\vartheta$. For $S=1$,
\begin{equation}
\frac{\varepsilon}{k_B}=\frac{mB_W}{8k_B}=\frac{1564.5\ \text{K}}{8}\approx196\ \text{K}.
\end{equation}
This is about 500 times the largest dipolar pair energy, $0.39$ K.

\subsection*{4. Where the energy comes from}

\paragraph{What the estimate excludes.}
The Weiss field cannot be a real magnetic field made by the moments, because in the interior of an ellipsoid point-like moments supply at most 0.71 T along the magnetization (and at most twice that, 1.42 T, against it). This bound assumes that the moment densities of different atoms do not overlap. If they are spread out until they do, the field in a needle rises towards the average field $\mu_0M=2.13$ T, which is still hundreds of times too small. The Weiss field expresses an energy per moment, $mB_W$, in units of field. Orbital moments of the order of $\mu_B$ on different atoms interact by the same dipolar law, up to corrections for the finite size of the currents (about 10\% for coaxial loops of radius 0.05 nm at this distance), and are equally ineffective.

Spin-orbit coupling within an atom may be much stronger, but it cannot by itself align different atoms. If the Hamiltonian were a sum of separate atomic terms, the Boltzmann factor would be a product, and the moments of two atoms would be uncorrelated. Each average moment would vanish too, since without an applied field reversing all spins and motions leaves the energy unchanged.

This leaves the kinetic energy of the electrons and their Coulomb interactions. The Coulomb scale is certainly large enough. Using $\mu_0\varepsilon_0=1/c_0^2$, with $c_0$ the speed of light, and $\mu_B=e\hbar/(2m_e)$,
\begin{equation}
\frac{D}{e^2/(4\pi\varepsilon_0r)}
=\frac{m^2}{c_0^2e^2r^2}
=\left(\frac{m}{\mu_B}\right)^2\left(\frac{\hbar}{2m_ec_0r}\right)^2 .
\end{equation}
The length $\hbar/(m_ec_0)=3.86\times10^{-4}$ nm is far smaller than an atomic distance, and the ratio is
\begin{equation}
\left(2.2\times\frac{3.86\times10^{-4}}{2\times0.25}\right)^2\approx2.9\times10^{-6}.
\end{equation}
The Coulomb energy of two electrons 0.25 nm apart is 5.76 eV, or about 67\,000 K. The required 196 K per bond is 0.3\% of it. A large energy is not yet a spin-dependent one, however, and the Coulomb force does not act on spin. The link is the Pauli principle.

\paragraph{How a spin-free Hamiltonian separates spin states.}
Put two electrons in orthonormal real orbitals $a$ and $b$. The spatial wave function can be
\begin{equation}
\Psi_\pm=\frac{a(1)b(2)\pm b(1)a(2)}{\sqrt2}.
\end{equation}
The total wave function must change sign when the electrons are exchanged. The symmetric $\Psi_+$ therefore goes with the antisymmetric spin function, the singlet, and $\Psi_-$ with the symmetric spin functions, the triplet.

The one-electron energies are the same in both states, because their cross terms contain the overlap of $a$ and $b$, which is zero. For the repulsion, in atomic units,
\begin{equation}
\left\langle\Psi_\pm\left|\frac1{r_{12}}\right|\Psi_\pm\right\rangle=J\pm K,
\end{equation}
\begin{equation}
J=\iint\frac{a(1)^2b(2)^2}{r_{12}}\,d^3r_1d^3r_2,\qquad
K=\iint\frac{\rho(1)\rho(2)}{r_{12}}\,d^3r_1d^3r_2,\qquad \rho=ab.
\end{equation}
The two direct products each contribute $J/2$, and the two cross products each contribute $\pm K/2$. To first order in the repulsion the singlet lies $2K$ above the triplet.

For a spherical $\rho$ the sign and size of $K$ follow easily. Let $Q(r)$ be the integral of $\rho$ over a sphere of radius $r$. The angular average of $1/r_{12}$ is the inverse of the larger radius. Counting both orders of the radii,
\begin{equation}
K=2\int_0^\infty\frac{Q'(r)Q(r)}{r}\,dr
=\int_0^\infty\frac{(Q^2)'}{r}\,dr
=\int_0^\infty\frac{Q^2}{r^2}\,dr>0 .
\end{equation}
The last step is a partial integration. Its boundary term $Q^2/r$ vanishes at the origin, where $Q\propto r^3$ or smaller, and at infinity.

As an example take the 1s and 2s orbitals of nuclear charge 1, with radial functions $2e^{-r}$ and $(1-r/2)e^{-r/2}/\sqrt2$. Then
\begin{equation}
Q'(r)=\sqrt2\left(r^2-\tfrac12r^3\right)e^{-3r/2},\qquad
Q(r)=\frac{\sqrt2}{3}\,r^3e^{-3r/2},
\end{equation}
as differentiation of $Q$ confirms, and
\begin{equation}
K=\frac29\int_0^\infty r^4e^{-3r}dr=\frac29\cdot\frac{4!}{3^5}=\frac{16}{729}
\approx0.0219\ \text{hartree}.
\end{equation}
The splitting $2K$ is 1.19 eV, or about 14\,000 K. It favours parallel spins. This is a first-order result for fixed orbitals on one centre; it shows the mechanism and only the order of magnitude. In helium, where the 1s2s states are bound, $K$ doubles with the nuclear charge and $2K=2.39$ eV, whereas diagonalizing the full two-electron Hamiltonian gives a splitting of 0.80 eV, a little over 9000 K, with the triplet lower.

\paragraph{Two atoms.}
For moments on different atoms, consider two hydrogen atoms at the same distance of 0.25 nm. Their electronic Hamiltonian contains kinetic energy, attraction to the nuclei and repulsion between the electrons. It was diagonalized for both electrons together in the aug-cc-pVTZ Gaussian basis. The symmetry of each eigenfunction under exchange fixes its spin, as above. With the nuclear repulsion included, the lowest energies are
\begin{equation}
E_{\rm singlet}=-1.00524\ \text{hartree},\qquad
E_{\rm triplet}=-0.99750\ \text{hartree}.
\end{equation}
The gap of 0.00774 hartree corresponds to about 2400 K. The smaller aug-cc-pVDZ basis gives a gap 2\% lower. The larger aug-cc-pVQZ basis lowers both energies by about 0.0003 hartree and raises the gap by less than 1\%, to 0.00779 hartree or 2460 K. Two moments of $1\,\mu_B$ at this distance have a dipolar energy of at most 0.08 K, smaller by a factor of about 30\,000. The gap depends steeply on the overlap of the orbitals: in the aug-cc-pVTZ basis it is about 9800 K at 0.20 nm, 550 K at 0.30 nm and 23 K at 0.40 nm. The hydrogen pair therefore shows the mechanism and an attainable scale; it is not a model of the 3d electrons of iron.

Here the singlet is lower, so antiparallel spins are favoured. This does not contradict $K>0$: orbitals centred on different atoms overlap, and the one-electron energies then differ between the two states. There is also a general reason. Replacing a real spatial wave function by its modulus does not raise its energy, so the lowest state of two electrons can be chosen without a change of sign. Such a function has a non-zero part that is symmetric under exchange, and since the Hamiltonian commutes with exchange this part has the same lowest energy. A singlet is therefore always among the lowest states of two electrons with a spin-free Hamiltonian of this kind. The 1s--2s example is not an exception, because neither of its states is the ground state. For nuclear charge 1 their first-order energies, $-0.437$ and $-0.393$ hartree, lie above the threshold of $-0.5$ hartree for losing an electron, while the correlated ground state of H$^-$ is a singlet near $-0.527$ hartree. In helium the 1s2s states are bound and lie far above the singlet ground state.

\paragraph{What has been established.}
Dipolar forces fail to explain order at 1043 K by three orders of magnitude. Kinetic and Coulomb energies, combined with the Pauli principle, do separate spin states by thousands of kelvin, both within an atom and between two hydrogen atoms 0.25 nm apart. In this sense the ordering of iron is electrostatic in origin. The two examples have opposite signs, so the sign is not universal. That iron favours parallel moments, and with what strength, must come from a calculation for its many electrons; here the strength was inferred from $T_C$.

\section*{Computed results}
\begin{verbatim}
Iron moment (rough input): 2.2 Bohr magnetons
Iron moment: 2.040e-23 J/T
Neighbour distance (rough input): 0.25 nm
Curie temperature (given): 1043 K
Cubic lattice constant: 0.2887 nm
Dipolar scale D: 2.664e-24 J
Dipolar scale D/kB: 0.193 K
Largest pair energy 2D/kB: 0.386 K
Pair tensor eigenvalues / D: [-2.  1.  1.]
Magnetization M: 1.696e+06 A/m
mu0 M: 2.132 T
Largest dipolar field mu0 M/3: 0.711 T
Spheroid aspect ratio: 8
Spheroid demagnetizing factor: 0.0284
Spheroid field, lattice sum / (mu0 M): 0.3047
Spheroid field, formula / (mu0 M): 0.3049
Thermal energy kB Tc: 1.440e-20 J
Weiss field, two-state: 706 T
Dipolar ordering temperature, two-state: 1.05 K
Weiss field, S = 1: 1059 T
Dipolar ordering temperature, S = 1: 0.70 K
Weiss field, classical: 2117 T
Dipolar ordering temperature, classical: 0.35 K
Weiss field (S = 1) / dipolar field: 1490
Weiss energy m B_W/kB (S = 1): 1564.5 K
Coupling needed per bond (S = 1): 195.6 K
Needed coupling / largest dipolar pair energy: 507
Coulomb energy at this distance: 5.76 eV
Coulomb energy / kB: 66840 K
Reduced Compton wavelength: 3.8616e-04 nm
D / Coulomb energy: 2.89e-06
Needed coupling / Coulomb energy: 0.29 %
1s-2s exchange integral, quadrature: 0.021948 hartree
1s-2s exchange integral, 16/729: 0.021948 hartree
1s-2s splitting 2K: 1.194 eV
1s-2s splitting 2K/kB: 13861 K
H pair singlet energy, aug-cc-pVTZ: -1.005240 hartree
H pair triplet energy, aug-cc-pVTZ: -0.997498 hartree
H pair exchange parities: [ 1. -1.]
H pair triplet - singlet, aug-cc-pVDZ: 2385 K
H pair triplet - singlet, aug-cc-pVTZ: 2445 K
H pair largest dipolar energy: 0.0797 K
H pair gap / dipolar energy: 3.07e+04
\end{verbatim}
